\section*{Energy Loss of a Fast Heavy Charge: Sum Rule and Stopping Logarithm}

\section{Problem}

A structureless particle of charge $ze$, mass $M\gg m$ and speed $v$ passes a neutral atom with $Z$ electrons and a fixed nucleus. The speed is large compared with the electron speeds in the atom, yet $v\ll c$, and $z\alpha c/v\ll1$, so that one exchanged Coulomb photon (first Born approximation) suffices. Atomic units are used, $\hbar=m=e^2=1$ with $e^2=\alpha\hbar c$. The atomic Hamiltonian is
\[
H=\sum_{j=1}^{Z}\frac{p_j^2}{2}+V(\mathbf r_1,\dots,\mathbf r_Z),
\]
where $V$ is a real function of the positions. Spin plays no part. The ground state $|0\rangle$ is non-degenerate and spherically symmetric. With $E_n$ the excitation energy of state $n$, define
\[
F_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j},\qquad
f_n(q)=\frac{2E_n}{q^2}\,|\langle n|F_{\mathbf q}|0\rangle|^2 ,
\]
where degenerate states are summed and sums over $n$ include the continuum.

(a) Prove that $\sum_n f_n(q)=Z$ for every $q>0$ and also for $q\to0$.

(b) Find the leading high-speed form of the electronic stopping cross section $S=\sum_nE_n\sigma_n$, the mean energy given to the electrons times area.

(c) Evaluate the atomic constant in it for hydrogen, and $S$ for a proton at $v=10$.

\section{A tempting solution of part (b)}

Take (a) as proved. The projectile, at $\mathbf R$, goes from momentum $\mathbf k$ to $\mathbf k'=\mathbf k-\mathbf q$. Its interaction with the atom is $zZ/R-\sum_j z/|\mathbf R-\mathbf r_j|$. From
\[
\int d^3R\,\frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf R-\mathbf r_j|}=\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r_j}
\]
the matrix element for $n\neq0$ is $T_n=-(4\pi z/q^2)\langle n|F_{\mathbf q}|0\rangle$. The nuclear term is proportional to $\langle n|0\rangle=0$. The golden rule, divided by the flux $v$, gives
\[
d\sigma_n=\frac{2\pi}{v}|T_n|^2\frac{Mk'\,d\Omega}{(2\pi)^3}
=\frac{Mk'}{4\pi^2v}|T_n|^2\,d\Omega .
\]
Since $q^2=k^2+k'^2-2kk'\cos\theta$, we have $q\,dq=kk'\sin\theta\,d\theta$ and $d\Omega=2\pi q\,dq/(kk')$. With $M/k=1/v$,
\begin{equation}
d\sigma_n=\frac{8\pi z^2}{v^2}\,|\langle n|F_{\mathbf q}|0\rangle|^2\,\frac{dq}{q^3}.
\label{born}
\end{equation}
Multiplying by $E_n$ and using $E_n|\langle n|F_{\mathbf q}|0\rangle|^2=q^2f_n/2$,
\begin{equation}
S=\frac{4\pi z^2}{v^2}L,\qquad L=\sum_n\int_{q_-}^{q_+}f_n(q)\,\frac{dq}{q}.
\label{L}
\end{equation}
Energy conservation, $k^2/2M-(\mathbf k-\mathbf q)^2/2M=E_n$, reads $E_n=\mathbf v\cdot\mathbf q-q^2/2M$. The extreme values of $q$ have $\mathbf q\parallel\mathbf v$ and solve $q^2/2M-vq+E_n=0$. For $E_n\ll Mv^2$ they are $q_-\simeq E_n/v$ and $q_+\simeq2Mv$.

Now comes the tempting step. The strengths add up to $Z$ at every $q$, so $f_n(q)$ is replaced by $f_n(0)$, which has the same sum:
\[
L\overset{?}{=}\sum_nf_n(0)\ln\frac{2Mv^2}{E_n}=Z\ln\frac{2Mv^2}{I},\qquad
Z\ln I=\sum_nf_n(0)\ln E_n .
\]

\section{Where it fails}

The result counts momentum transfers up to $2Mv$. A free electron at rest that receives $q=2Mv$ acquires the energy $q^2/2=2M^2v^2$, which is $4M$ times the projectile's whole kinetic energy $Mv^2/2$. Such collisions do not exist.

Equations (\ref{born}) and (\ref{L}) and the limits $q_\pm$ are sound. The fault is in the replacement. The sum rule concerns all states at one $q$, whereas the states that can be excited at that $q$ satisfy $E_n\le qv-q^2/2M$. The missing states matter as soon as they carry strength, and the strength does move with $q$. In hydrogen the $n=2$ level has $f=0.416$ at $q=0$, $0.066$ at $q=1$ and $0.000012$ at $q=4$, while the total stays at 1. At large $q$ the strength sits near the free-electron energy $q^2/2$, which exceeds $qv$ once $q>2v$. The sum over accessible states then falls from $Z$ to nearly zero, far below $q=2Mv$.

\section{Part (a): the sum rule}

Since $\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)$ and $V$ commutes with $F_{\mathbf q}$,
\[
[H,F_{\mathbf q}]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\Big(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\Big).
\]
In the commutator with $F_{\mathbf q}^\dagger=\sum_ie^{-i\mathbf q\cdot\mathbf r_i}$ the terms $i\ne j$ vanish. Each term $i=j$ gives
\[
\Big(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\Big)-\Big(\mathbf q\cdot\mathbf p_j-q^2+\frac{q^2}{2}\Big)=q^2,
\]
where the second bracket arises from moving $e^{-i\mathbf q\cdot\mathbf r_j}$ to the left through $\mathbf p_j$. Hence $[F_{\mathbf q}^\dagger,[H,F_{\mathbf q}]]=Zq^2$. Written out, the double commutator is
\[
F^\dagger HF-F^\dagger FH-HFF^\dagger+FHF^\dagger .
\]
In the ground state the two middle terms subtract the ground-state energy from $H$ in the outer ones. Inserting a complete set of states,
\[
Zq^2=\sum_nE_n\left(|\langle n|F_{\mathbf q}|0\rangle|^2+|\langle n|F_{\mathbf q}^\dagger|0\rangle|^2\right).
\]
$H$ is real, so its eigenfunctions can be chosen real, and then $\langle n|F_{\mathbf q}^\dagger|0\rangle=\langle n|F_{\mathbf q}|0\rangle^*$. The two terms are equal, and division by $q^2$ gives
\begin{equation}
\sum_nf_n(q)=Z .
\label{sum}
\end{equation}

For $q\to0$, orthogonality removes the constant term of $F_{\mathbf q}$, and $f_n(0)=2E_n|\langle n|D|0\rangle|^2$ with $D=\sum_jz_j$. Here $[H,D]=-i\sum_jp_{zj}$ and $[D,[H,D]]=Z$, whose ground-state value is $2\sum_nE_n|\langle n|D|0\rangle|^2$. So $\sum_nf_n(0)=Z$, without exchanging the limit and the infinite sum.

The proof needs a local potential. Suppose a term $\tfrac12e^{-r}$ is added to hydrogen for $p$ waves alone. The $1s$ state is unchanged, but $z|0\rangle$ is a $p$ wave, and the dipole sum $2\langle0|z(H-E_{1s})z|0\rangle$ rises by
\[
\frac23\Big\langle r^2\,\tfrac12e^{-r}\Big\rangle=\frac13\cdot4\int_0^\infty r^4e^{-3r}dr=\frac{32}{243}=0.1317 .
\]
Diagonalization gives a total of $1.1317$, as predicted.

\section{Part (b): the logarithm}

Let $M\to\infty$ at fixed $v$. The condition for state $n$ to be reached is then $E_n<qv$. No upper limit on $q$ need be imposed, because the strength itself leaves the accessible region:
\[
L=\sum_n\int_{E_n/v}^{\infty}f_n(q)\frac{dq}{q}.
\]
Choose a momentum $q_0$ that stays fixed as $v\to\infty$.

\paragraph{Below $q_0$.} Write $f_n(q)=f_n(0)+[f_n(q)-f_n(0)]$. The first part gives $\sum_nf_n(0)\ln(q_0v/E_n)$. States with $E_n>q_0v$ should be left out, but their dipole strength vanishes in the limit. In the second part the bracket is of order $q^2$, so the lower limit may go to zero, and
\[
\int_0^{q_0}\frac{dq}{q}\sum_n[f_n(q)-f_n(0)]=\int_0^{q_0}\frac{dq}{q}(Z-Z)=0 .
\]
This is where the sum rule at every $q$ is used legitimately: at fixed $q<q_0$ all states that carry strength become accessible as $v$ grows. The exchange of sum, integral and limit is taken to be justified by the fall of the strengths at high energy; the direct evaluations of $L$ below test the outcome.

\paragraph{Above $q_0$.} For $q\ll v$ the accessible states again exhaust the sum $Z$. For $q$ comparable to $v$, the struck electron, of initial momentum $\mathbf p$, leaves as if free, with energy transfer
\[
\frac{(\mathbf p+\mathbf q)^2}{2}-\frac{p^2}{2}=\frac{q^2}{2}+qp_\parallel ,
\]
where $p_\parallel$ is the component along $\mathbf q$. The condition $q^2/2+qp_\parallel<qv$ becomes $q<2(v-p_\parallel)$. The weight $2E/q^2=1+2p_\parallel/q$ also differs from 1 by a term linear in $p_\parallel$. Linear terms average to zero in a spherical ground state, so the smearing of the edge enters at relative order $p^2/v^2$. To leading order this region gives $Z\ln(2v/q_0)$.

\paragraph{Sum.} The arbitrary $q_0$ cancels:
\[
L\to Z\ln\frac{2v}{q_0}+Z\ln(q_0v)-\sum_nf_n(0)\ln E_n=Z\ln\frac{2v^2}{I}.
\]
In ordinary units
\begin{equation}
S=\frac{4\pi z^2e^4}{mv^2}\,Z\ln\frac{2mv^2}{I},\qquad Z\ln I=\sum_nf_n(0)\ln E_n .
\label{bethe}
\end{equation}
The energy $2mv^2$ is the largest that a heavy projectile can give to an electron at rest, reached at $q=2mv/\hbar$. In a gas of $N$ atoms per volume the energy loss per length is $NS$. Equation (\ref{bethe}) is a high-speed limit: for $2mv^2<I$ it would even be negative. It leaves out nuclear recoil, electron capture, transverse photons and higher Born terms.

\paragraph{Check of the prefactor.} For a free electron at rest, $|F|^2=1$ and $q\le2v$. For $z=1$ the cross section for transfers above $q$ is then
\[
\int_q^{2v}\frac{8\pi}{v^2}\frac{dq'}{q'^3}=\frac{4\pi}{v^2}\Big(\frac1{q^2}-\frac1{4v^2}\Big).
\]
A classical orbit with $v=2$ and impact parameter $b=0.7$ transfers $q=1.3454$. The formula gives $\pi(0.5525-0.0625)=1.539$, and $\pi b^2=1.539$.

\section{A second case: the oscillator}

For one electron in an isotropic oscillator of frequency $\omega$, take $\mathbf q$ along $z=(b+b^\dagger)/\sqrt{2\omega}$. With $s=q^2/2\omega$,
\[
e^{iqz}=e^{-s/2}e^{i\sqrt s\,b^\dagger}e^{i\sqrt s\,b},\qquad
|\langle n|e^{iqz}|0\rangle|^2=\frac{e^{-s}s^n}{n!}.
\]
As $E_n=n\omega$, the factor $2E_n/q^2$ is $n/s$, so $f_n=e^{-s}s^{n-1}/(n-1)!$. These add up to 1 at every $q$. At $q=0$ the first level alone has strength, hence $I=\omega$. With $y=2v^2/\omega$ and $dq/q=ds/2s$,
\[
L=\frac12\sum_{n\ge1}\int_{n^2/y}^\infty\frac{e^{-s}s^{n-2}}{(n-1)!}\,ds .
\]
For large $y$ the term $n=1$ gives $\frac12(\ln y-\gamma)$, with $\gamma$ Euler's constant. Each higher term gives $1/[2(n-1)]$ until the lower limit $n^2/y$ passes the maximum of the integrand near $s\approx n$, that is, until $n\approx y$. Together these terms give $\frac12(\ln y+\gamma)$, and the total is $\ln y$. Half of the logarithm thus comes from levels that have no dipole strength at all. The explicit sum is $4.5738$ at $y=100$, where $\ln y=4.6052$, and $9.21004$ at $y=10^4$, where $\ln y=9.21034$.

\section{Part (c): hydrogen}

Dipole transitions from $1s$ lead to $p$ waves. Let the final energy be $-\kappa^2/2$, with $\kappa=1/n$ for bound states and $\kappa=ik$ in the continuum, so $E=(1-\kappa^2)/2$. The radial equation $u''-2u/r^2+2u/r-\kappa^2u=0$ with $u=Cr^2e^{-\kappa r}w$ becomes
\[
rw''+(4-2\kappa r)w'+(2-4\kappa)w=0 .
\]
In the variable $2\kappa r$ this is Kummer's equation, so $w={}_1F_1(a;4;2\kappa r)$ with $a=2-1/\kappa$. Integrating its power series term by term, and continuing analytically in $\lambda$,
\[
G(\lambda)=\int_0^\infty r^3e^{-\lambda r}w\,dr=6\lambda^{a-4}(\lambda-2\kappa)^{-a}.
\]
The $1s$ function is $2re^{-r}$, so the radial integral is $R=2C\int r^4e^{-(1+\kappa)r}w\,dr=-2CG'(1+\kappa)$. The logarithmic derivative of $G$ there is
\[
\frac{a-4}{1+\kappa}-\frac{a}{1-\kappa}=\frac{-4+4\kappa-2a\kappa}{1-\kappa^2}=\frac{-2}{1-\kappa^2},
\]
because $2a\kappa=4\kappa-2$. Therefore
\[
R=\frac{24C}{(1-\kappa^2)^3}\left(\frac{1-\kappa}{1+\kappa}\right)^{1/\kappa}.
\]
The angular factor for $z$ is $1/\sqrt3$, and $f=2ER^2/3$ gives
\[
f=\frac{192\,C^2}{(1-\kappa^2)^5}\left(\frac{1-\kappa}{1+\kappa}\right)^{2/\kappa}.
\]

\paragraph{Normalization, bound states.} With $N=n-2$ and $x=2r/n$, $w=\frac{6\,N!}{(N+3)!}L_N^{(3)}(x)$. The Laguerre recurrence contains $xL_N^{(3)}=(2N+4)L_N^{(3)}+\dots$, with the rest orthogonal to $L_N^{(3)}$ under the weight $x^3e^{-x}$, and the squared norm is $(N+3)!/N!$. Thus
\[
\int_0^\infty x^4e^{-x}w^2dx=\frac{36\,N!\,(2N+4)}{(N+3)!}=\frac{72}{n^2-1},
\]
and $1=C^2(n/2)^5\,72/(n^2-1)$ yields $C^2=\frac49(n^2-1)/n^5$.

\paragraph{Normalization, continuum.} States normalized per unit energy have $u\to\sqrt{2/\pi k}\,\sin(\dots)$. The large-argument form of ${}_1F_1$ gives two complex-conjugate waves with total amplitude $3Ce^{-\pi/2k}/(k^2|\Gamma(2+i/k)|)$. Equating amplitudes and using $|\Gamma(2+i\eta)|^2=(1+\eta^2)\pi\eta/\sinh\pi\eta$ with $\eta=1/k$,
\[
C^2=\frac{2k^3}{9\pi}\,e^{\pi/k}\,\frac{(1+k^{-2})\,\pi/k}{\sinh(\pi/k)}=\frac49\,\frac{1+k^2}{1-e^{-2\pi/k}} .
\]

\paragraph{Strengths.} Inserting $C^2$,
\begin{align*}
f_n&=\frac{256}{3}\frac{n^5}{(n^2-1)^4}\left(\frac{n-1}{n+1}\right)^{2n},\\
\frac{df}{dE}&=\frac{256}{3}\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4\,(1-e^{-2\pi/k})},\qquad E=\frac{1+k^2}{2}.
\end{align*}
The bound levels carry $0.5650$ and the continuum $0.4350$, which add up to 1. The logarithmic sums are
\[
\ln I=-0.5236-0.0726=-0.5962,\qquad I=0.5509\ \text{hartree}=15.0\ \text{eV}.
\]
Diagonalization in a finite basis gives the same $\ln I$. Dividing each part by its strength, the logarithmic mean energy is $e^{-0.927}=0.40$ hartree for the bound levels and $e^{-0.167}=0.85$ hartree for the continuum. So $I$ is a weighted geometric mean of excitation energies, and its closeness to the ionization energy of $0.5$ hartree is not an identity.

\paragraph{How fast the limit is reached.} Evaluating $L$ for hydrogen from its definition, without (\ref{bethe}), gives $2.407$, $3.359$ and $3.991$ at $v=2,3,4$. The logarithm gives $2.676$, $3.487$ and $4.062$. It is too large by $11\%$ of the direct value at $v=2$ and by $1.8\%$ at $v=4$. These figures test the limit within the Born approximation, which is itself doubtful for a proton at $v=2$.

\paragraph{Proton at $v=10$.} The nonrelativistic kinetic energy $Mv^2/2$ is $2.50$ MeV ($2.51$ MeV with relativistic kinematics), with $z/v=0.1$ and $v/c=0.073$. Then
\[
L=\ln\frac{2\cdot10^2}{0.5509}=5.894,\qquad
S=\frac{4\pi}{10^2}\cdot5.894=0.741\ \text{hartree bohr}^2,
\]
or $5.64\times10^{-16}\ \text{eV\,cm}^2$. If the excess of the logarithm keeps falling roughly as $1/v^2$ from its value $0.071$ at $v=4$, it is about $0.01$ here, or $0.2\%$ of $L$; this is an extrapolation, and it would lower $S$ to $0.739$. Higher Born terms, which (\ref{bethe}) leaves out, are of the same size: the Bloch term alone is about $-1.2\,(z/v)^2=-0.012$ in $L$. The third digit of $S$ therefore belongs to the limiting formula, not to a real proton. The tempting formula would add $\ln M=\ln1836=7.5$ to $L$ and make the energy loss $2.3$ times too large. The computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
HYDROGEN DIPOLE STRENGTHS (infinite nuclear mass)
f for n=2, closed formula            0.416197
f for n=2, diagonalization           0.416201
bound share of strength              0.565004
continuum share of strength          0.434996
total strength                       1.00000000
df/dE at k=0.7 (1/hartree): wave 0.528202, closed 0.528202
df/dE at k=2.0 (1/hartree): wave 0.015587, closed 0.015587
MEAN EXCITATION ENERGY
bound part of sum f ln(E/hartree)     -0.523566
continuum part of sum f ln(E/hartree) -0.072600
ln(I/hartree), closed strengths       -0.596165
ln(I/hartree), diagonalization        -0.596165
I                                    0.55092 hartree
I                                    14.991 eV
SUM RULE AT FINITE q (q in 1/bohr)
q=0.25: n=2 share 0.362916, total 1.000000
q=0.50: n=2 share 0.245763, total 1.000000
q=1.00: n=2 share 0.066191, total 1.000000
q=2.50: n=2 share 0.000541, total 1.000000
q=4.00: n=2 share 0.000012, total 1.000000
q=7.00: n=2 share 0.000000, total 0.999995
largest deviation from 1, q up to 7   4.6e-06
dipole sum with added p-wave term     1.13169
its predicted value                   1.13169
HYDROGEN L(v) (v in atomic units)
v=2: direct 2.4073, ln(2v^2/I) 2.6756, difference -0.2684
v=3: direct 3.3585, ln(2v^2/I) 3.4865, difference -0.1280
v=4: direct 3.9911, ln(2v^2/I) 4.0619, difference -0.0708
OSCILLATOR, y = 2 v^2/frequency
y=100: L 4.573781, ln y 4.605170
y=1000: L 6.904743, ln y 6.907755
y=10000: L 9.210040, ln y 9.210340
CLASSICAL ORBIT, v=2, impact parameter 0.7 bohr
momentum transfer                    1.34538 1/bohr
area pi b^2                          1.53938 bohr^2
area from Born cross section         1.53930 bohr^2
PROTON ON ATOMIC HYDROGEN
speed                                10.0 atomic units
speed / c                            0.0730
kinetic energy                       2.498 MeV
stopping logarithm                   5.8945
stopping cross section               0.7407 hartree bohr^2
stopping cross section               5.644e-16 eV cm^2
\end{verbatim}
